# Fitting carbonyl force constants to 13CO isotopomer bands by Gauss-Newton iteration

## Two carbonyls and three constants

Take two inequivalent CO ligands on one metal and keep only their stretches. The potential energy is \(\tfrac12 a q_1^2+\tfrac12 b q_2^2+d\,q_1q_2\), and both oscillators have the reduced mass \(\mu\). With \(\lambda=(2\pi c\nu)^2\), where \(\nu\) is the wavenumber, the two bands fix the trace and determinant of the vibrational matrix:
\[
T=\lambda_1+\lambda_2=\frac{a+b}{\mu},\qquad
P=\lambda_1\lambda_2=\frac{ab-d^2}{\mu^2}.
\]
Two equations cannot fix three constants. Now put 13C into the first ligand, so that its reduced mass becomes \(\mu'\). The new trace is \(T'=a/\mu'+b/\mu\), and subtraction gives
\[
a=\frac{T-T'}{1/\mu-1/\mu'},\qquad b=\mu T-a,\qquad d^2=ab-\mu^2P .
\]
The new determinant, \((ab-d^2)/(\mu\mu')\), repeats known information. Labelling both ligands rescales \(T\) and \(P\) by known factors and adds nothing. The sign of \(d\) stays unknown, since only \(d^2\) appears. Similar features return in the larger complex below, where a least-squares fit replaces the closed solution; there only the coupling between axial and equatorial ligands keeps an unknown sign.

## Model and conventions

Consider M(CO)5L with fourfold symmetry. Site 0 is the axial CO, opposite L; sites 1 to 4 go round the equator. The force-constant matrix is linear in five parameters,
\[
K=\sum_p p\,D_p,\qquad p\in\{k_{ax},k_{eq},k_{cis},k_{trans},k_{ae}\}.
\]
The first two are stretching constants, the next two couple equatorial neighbours and opposite pairs, and \(k_{ae}\) couples the axial CO to each equatorial one. Each \(D_p\) contains ones where its constant occurs and zeros elsewhere.

The model assumes harmonic CO oscillators, no coupling to metal-carbon motion, and the same \(K\) for every isotopomer. Let \(M=\mathrm{diag}(\mu_i^{-1/2})\). The bands follow from
\[
A u=\lambda u,\qquad A=MKM,\qquad u^Tu=1 .
\]
Force constants are in N/m and \(\nu\) is in cm\(^{-1}\), so \(c\) is in cm/s.

## Gradients from eigenvectors

Differentiate the eigenvalue equation with respect to one parameter:
\[
(\partial_pA)u+A\,\partial_pu=(\partial_p\lambda)u+\lambda\,\partial_pu .
\]
Multiply from the left by \(u^T\). Since \(A\) is symmetric, \(u^TA=\lambda u^T\), and the terms with \(\partial_pu\) cancel. With \(u^Tu=1\), \(\partial_pA=MD_pM\) and \(\partial_p\lambda=8\pi^2c^2\nu\,\partial_p\nu\),
\[
\frac{\partial\nu}{\partial p}=\frac{u^TMD_pMu}{8\pi^2c^2\nu}.
\]
No eigenvector derivative is needed, and one diagonalization supplies the bands and their full gradient.

Multiplying by \(p\) and summing gives \(\sum_pp\,\partial_p\nu=\lambda/(8\pi^2c^2\nu)=\nu/2\). A relative calibration error \(\epsilon\) common to all bands therefore changes all constants by the relative amount \(2\epsilon\), to first order.

At a degeneracy the derivative matrix must be projected on the degenerate space. For the unlabelled E pair, \((q_1-q_3)/\sqrt2\) and \((q_2-q_4)/\sqrt2\), each \(D_p\) projects to a multiple of the unit matrix: 1 for \(k_{eq}\), \(-1\) for \(k_{trans}\), 0 for the others. Any normalized vector in the pair gives the same gradient. An accidental degeneracy has no such protection, and the formula must not then be applied to arbitrary eigenvectors.

## The step and its singular values

Let band \(n\) have standard error \(\sigma_n\). Define the weighted residual \(r_n=(\nu_n^{obs}-\nu_n)/\sigma_n\) and the weighted Jacobian \(J_{np}=\sigma_n^{-1}\partial_p\nu_n\). A parameter change \(\delta\) turns \(r\) into \(r-J\delta\) to first order. Write \(J=\sum_is_iu_iv_i^T\), where \(u_i\) now denotes a left singular vector, and \(\delta=\sum_ia_iv_i\). Then
\[
|r-J\delta|^2=\sum_{s_i>0}(u_i^Tr-s_ia_i)^2+\text{constant}.
\]
Each bracket vanishes for \(a_i=u_i^Tr/s_i\). Coefficients with \(s_i=0\) do not enter; setting them to zero gives the shortest step,
\[
\delta=\sum_{s_i>0}v_i\,\frac{u_i^Tr}{s_i}.
\]
For independent errors of unit weighted variance, the numbers \(u_i^Tr\) are uncorrelated and also have unit variance, because the \(u_i\) are orthonormal. The linearized standard error along \(v_i\) is thus \(1/s_i\). At full rank the covariance is \(\sum_iv_iv_i^T/s_i^2=(J^TJ)^{-1}\).

A zero singular value marks a combination undetermined to first order. A small nonzero one marks a poorly determined combination; whether \(1/s_i\) is acceptable depends on the accuracy wanted. Nonzero singular values also depend on the scaling of the parameters. Here all parameters are in N/m.

## What the unlabelled spectrum cannot determine

Symmetry vectors reduce \(K\). Acting on \((q_1-q_3)/\sqrt2\), it gives \(k_{eq}-k_{trans}\), because the two cis contributions at sites 2 and 4 cancel. The alternating vector \((q_1-q_2+q_3-q_4)/2\) gives the B1 constant \(k_{eq}+k_{trans}-2k_{cis}\). The axial stretch and \((q_1+q_2+q_3+q_4)/2\) form the A1 block
\[
\begin{pmatrix}k_{ax}&2k_{ae}\\2k_{ae}&s\end{pmatrix},\qquad s=k_{eq}+k_{trans}+2k_{cis},
\]
where the off-diagonal element is four couplings times \(1/2\).

Four distinct bands face five constants. To find a change that moves none of them, set \(\delta k_{trans}=t\). The E band requires \(\delta k_{eq}=t\), and B1 then requires \(\delta k_{cis}=t\). Hence \(\delta s=4t\), and the A1 trace requires \(\delta k_{ax}=-4t\). The A1 determinant gives
\[
k_{ax}(4t)+s(-4t)-8k_{ae}\,\delta k_{ae}=0,
\]
so the null direction, in the order of parameters above, is
\[
\left(-4,\;1,\;1,\;1,\;\frac{k_{ax}-s}{2k_{ae}}\right).
\]

For the example take \(k_{ax}=1520\), \(k_{eq}=1590\), \(k_{cis}=30\), \(k_{trans}=60\) and \(k_{ae}=35\) N/m. Then \(s=1590+60+60=1710\) N/m, and the last component is \(-190/70=-2.714\). Normalization gives \((-0.779,0.195,0.195,0.195,-0.529)\), which is also the computed singular vector. A move of 1 N/m along it shifts the unlabelled bands by at most 0.005 cm\(^{-1}\), a second-order effect, but shifts an axial-13CO band by 0.125 cm\(^{-1}\).

## Which labels add information

If all five sites are labelled, every band and every gradient is multiplied by \(\rho=\sqrt{\mu_{12}/\mu_{13}}=0.9777\). The new Jacobian rows are proportional to the old ones, and the rank stays 4. With equal band errors, each nonzero singular value grows by \(\sqrt{1+\rho^2}=1.399\), as in the change from 5.753 to 8.046 (N/m)\(^{-1}\). Precision improves, but the missing combination remains missing.

For any isotopomer, \(\prod_i\lambda_i=\det K/\prod_i\mu_i\). Taking the logarithm and differentiating,
\[
2\sum_i\frac{\partial\ln\nu_i}{\partial p}=\frac{\partial\ln\det K}{\partial p},
\]
which contains no mass. An axial label leaves E and B1 unmoved, because these modes have no axial amplitude. It changes two A1 bands, but their product is already fixed by the unlabelled data. Only the new trace is independent, as with two carbonyls. That one datum raises the rank to 5.

An equatorial label also raises the rank to 5. Together with the unlabelled bands, the weakest combination has a standard error of 2.4 N/m for the axial label, 2.8 N/m for the equatorial label and 1.7 N/m for both, with \(\sigma=0.3\) cm\(^{-1}\) throughout. Omitting the unlabelled B1 band, which is infrared-forbidden in ideal fourfold symmetry, keeps rank 5 and leaves the last figure at 1.7 N/m.

## Assigning the bands

The eigenvalues of \(MKM\) are those of \(K^{1/2}M^2K^{1/2}\), if \(K\) is positive definite. Making site \(j\) heavier subtracts a positive multiple of \(ww^T\), with \(w=K^{1/2}e_j\) and \(e_j\) the unit vector of that site. No eigenvalue can rise. On vectors orthogonal to \(w\) nothing changes, and this single constraint can move an ordered eigenvalue by at most one place in the min-max principle. In ascending order,
\[
\lambda_{i-1}\le\lambda_i'\le\lambda_i .
\]
The unlabelled bands are 1925.1, 1946.2 (twice), 1984.0 and 2071.3 cm\(^{-1}\). After one equatorial substitution the third band is pinned at 1946.2 cm\(^{-1}\), and the others lie in known intervals. For the lowest band the inequality gives only the upper limit; the lower one is its position with all sites labelled, \(0.9777\times1925.1=1882\) cm\(^{-1}\), since further labels cannot raise a band. Within one isotopomer their order identifies them, provided that the unlabelled assignment is right and the bands are resolved. In a mixture the intervals need not show which isotopomer a band belongs to. Exchanging the bands at 2067.4 and 2063.2 cm\(^{-1}\) in the example below violates none of them, but it raises the rms residual of the fit from 0.14 to 1.5 cm\(^{-1}\). Bands unmoved by a label are used once, since in a mixture they are not separate measurements.

The trial constants should also give the assumed order, because bands are matched by position. The unlabelled bands are fitted first, so that the full fit starts from constants that already reproduce them. This stage does not repair a wrong assignment, and it is not always needed: from start A below, a direct fit to all bands reaches the same constants.

## Pseudocode and cost

```text
input: bands, errors, labels, band positions, start p
       (k_ae not near zero, unlabelled order correct)
for data in (unlabelled bands, all bands):
    repeat up to a step limit:
        for each isotopomer:
            diagonalize M K(p) M
            select bands; form eigenvector gradients
        r = (observed - calculated) / sigma
        J = gradients / sigma
        U, S, V = singular value decomposition of J
        keep s_i > 1e-8 * largest s
        step = sum over kept i of v_i (u_i . r) / s_i
        p = p + step
        stop if largest |step| < 1e-7 N/m
report p, rank, null vectors, 1/s_i, residual
```

For \(n\) carbonyls, dense diagonalization costs \(O(n^3)\) per isotopomer. Central differences would need two further diagonalizations per parameter. For \(N\) bands and \(P\le N\) parameters, the singular value decomposition costs \(O(NP^2)\). It also avoids forming \(J^TJ\), whose condition number is the square of that of \(J\); here the latter is \(9.085/0.589=15\).

## A fit to ten bands

Synthetic bands were made from the constants above with random errors of standard deviation 0.3 cm\(^{-1}\), then rounded to 0.1 cm\(^{-1}\). The scale can be checked by hand: for \(k\) in N/m and \(\mu\) in u, \(\nu=130.28\sqrt{k/\mu}\) cm\(^{-1}\). The E constant is \(1590-60=1530\) N/m, and \(\mu_{12}=6.856\) u gives 1946 cm\(^{-1}\). Its gradient with respect to \(k_{eq}\) is \(1946/(2\times1530)=0.64\) cm\(^{-1}\) per N/m.

With the four unlabelled bands alone, two starts lead to different constants:

- start A: \(k_{ax}=1510.6\), \(k_{ae}=27.4\) N/m;
- start B: \(k_{ax}=1532.6\), \(k_{ae}=42.2\) N/m.

Both reproduce the four bands to better than \(10^{-6}\) cm\(^{-1}\). A vanishing residual is therefore no evidence that the constants are determined.

With all ten bands, both starts give the same result:

| Constant | Fit (N/m) | Standard error (N/m) | Fit (mdyn/Å) |
|---|---:|---:|---:|
| \(k_{ax}\) | 1520.3 | 1.3 | 15.20 |
| \(k_{eq}\) | 1589.9 | 0.4 | 15.90 |
| \(k_{cis}\) | 29.9 | 0.4 | 0.30 |
| \(k_{trans}\) | 59.7 | 0.5 | 0.60 |
| \(k_{ae}\) | 35.1 | 1.0 | 0.35 |

The linearized errors agree with the scatter of 500 fits to fresh noise: for \(k_{ax}\) both are 1.28 N/m, and for \(k_{ae}\) they are 0.98 and 0.97 N/m. The final residual is 0.138 cm\(^{-1}\) rms. The weighted sum of squares is \(10(0.138/0.3)^2=2.1\), against an expected \(10-5=5\) with standard deviation \(\sqrt{10}=3.2\), so this low value is unremarkable.

## Convergence and failure modes

The first full step lowers the rms residual only from 0.81 to 0.76 cm\(^{-1}\); the second brings it to 0.14. The reason is that the straight step leaves the curved family of parameters that fits the unlabelled bands. It runs almost exactly along the null direction at its starting point and is 13.7 N/m long. Quadratic scaling of the 0.0047 cm\(^{-1}\) shift suggests an error near 0.9 cm\(^{-1}\); the step in fact leaves the two unlabelled A1 bands wrong by 1.1 and 1.0 cm\(^{-1}\).

Near the solution, let \(e\) be the parameter error and \(H_n\) the second-derivative matrix of \(\nu_n/\sigma_n\). At the minimum \(J^Tr=0\). Expanding both factors of \(J^Tr\) around it gives \(\sum_nr_nH_ne-J^TJe\), so the step is \(-e+(J^TJ)^{-1}\sum_nr_nH_ne\). The remaining error is
\[
e_{new}=(J^TJ)^{-1}\sum_nr_nH_n\,e+O(e^2).
\]
Convergence is quadratic for zero residual and otherwise generally linear. The late steps here shrink by factors of about 0.04 and 0.02. Large residuals, strong curvature or a remote start can make the undamped iteration fail; it has no safeguard against a step that raises the residual.

The singular values do not reveal every ambiguity. Reversing the sign of the axial coordinate changes \(k_{ae}\) to \(-k_{ae}\) but leaves all masses and bands unchanged. A negative start accordingly gives the mirror solution, with \(k_{ae}=-35.1\) N/m and the same other constants. The sign must come from information outside the frequencies.

The bands are therefore even in \(k_{ae}\), and away from degeneracies their derivative with respect to \(k_{ae}\) vanishes at \(k_{ae}=0\). The shortest step has no component along this parameter, so a fit started there stays there. It ends with \(k_{ax}=1500.1\) N/m and an rms residual of 1.53 cm\(^{-1}\). For \(k_{ae}=0\) and \(s>k_{ax}\), the upper A1 mode is purely equatorial and cannot respond to an axial label, whereas the data place it at 2071.0 and 2067.4 cm\(^{-1}\). The cure is a start well away from zero, with the rank examined again at the solution. With the other constants of start A, an initial \(k_{ae}\) of 1 N/m suffices here, but from 0.1 N/m the first full step runs to thousands of N/m. There \(K\) is no longer positive definite, a calculated wavenumber becomes imaginary, and the iteration cannot continue.

## Model error beside statistical error

The constants are round values in the regime of tungsten pentacarbonyls with a donor ligand, where CO stretching constants are roughly 15 to 16 mdyn/Å. One neglected effect is coupling to metal-carbon stretching. Let \(x_C=-(\mu/m_C)q\) be the carbon displacement in a CO stretch \(q\), with the metal at rest. A metal-carbon constant \(k_{MC}\) and a stretch-stretch coupling \(f\) then change the apparent CO constant, for an unchanged mode shape, by
\[
\Delta k=k_{MC}\left(\frac{\mu}{m_C}\right)^2-2f\,\frac{\mu}{m_C}.
\]
Rough values \(k_{MC}=200\) and \(f=70\) N/m give \(65-80=-15\) N/m for 12CO. Fitting noise-free bands from a model with all metal-carbon stretches and a moving tungsten atom gives \(k_{ax}=1505.0\) and \(k_{eq}=1575.4\) N/m, both lower by about 15 N/m, or 1%. In this model, which couples each CO stretch only to its own metal-carbon stretch, the interaction constants move by less than 0.1 N/m. The bias in both stretching constants is more than ten times the standard error. The noise-free rms residual is 0.30 cm\(^{-1}\), so the misfit adds about \(10(0.304/0.3)^2=10\) to the weighted sum of squares, for which noise alone gives 5 on average. With well-known band errors this may reveal that the model is incomplete, but it does not show the size of the bias. The size and sign of the bias depend on \(k_{MC}\) and \(f\), and also on couplings between different ligands, which are left out here. These can change the interaction constants well beyond their standard errors: a coupling \(f'\) between a CO stretch and the metal-carbon stretch of the opposite equatorial ligand adds about \(-2f'\mu/m_C\) to \(k_{trans}\), or 11 N/m for \(f'=-10\) N/m, by the same estimate with the metal at rest. In the model with a moving tungsten atom the fitted \(k_{trans}\) rises by 12 N/m, \(k_{ax}\) and \(k_{ae}\) each fall by about 1.2 N/m, and the rms residual stays at 0.30 cm\(^{-1}\), so the misfit gives no sign of this shift.

Anharmonicity acts differently. A Morse oscillator has the fundamental \(\omega-2x_e\), with \(\omega\propto\mu^{-1/2}\) and \(x_e\propto\mu^{-1}\). Its 13CO band therefore lies above the scaled 12CO band by
\[
(\rho\omega-2\rho^2x_e)-\rho(\omega-2x_e)=2x_e\rho(1-\rho).
\]
A rough \(x_e=12\) cm\(^{-1}\) gives 0.52 cm\(^{-1}\). In the fit this shifts the constants by at most 0.4 N/m relative to those describing the 12CO fundamentals. These are effective constants, not harmonic ones. For a single Morse oscillator the harmonic wavenumber is \(\omega=\nu+2x_e\), so the harmonic stretching constant is larger by the relative amount \(4x_e/\nu\), to first order: about 2.4%, or nearly 40 N/m for \(k_{eq}\). With all five Morse oscillators coupled, the difference is about 35 N/m.

An unsymmetrical L can split the E band, and a solvent can shift all bands. By the gradient above, a displacement of 2 cm\(^{-1}\) in the E band corresponds to about 3 N/m in \(k_{eq}\) if the other constants are held fixed. Such effects, and overlap of neighbouring isotopomer bands, can exceed the tabulated errors. The full numerical output follows.

## Numbers as computed

```
order of constants: k_ax, k_eq, k_cis, k_trans, k_ae
masses 12C 13C 16O W: 12.0 13.00335 15.99491 183.84 u
reduced masses 12CO, 13CO: 6.8562 7.1724 u
13CO/12CO wavenumber ratio: 0.97771
constants behind the data: 1520.0 1590.0 30.0 60.0 35.0 N/m
start A: 1510.0 1600.0 25.0 50.0 25.0 N/m
start B: 1530.0 1580.0 30.0 55.0 45.0 N/m
band error sigma: 0.3 cm^-1
unlabelled bands A1,E,B1,A1, noise-free: 1925.06 1946.16 1983.95 2071.25 cm^-1
unlabelled observed: 1925.1 1946.2 1983.9 2071.0 cm^-1
unlabelled fitted:   1925.10 1946.26 1983.83 2070.99 cm^-1
axial 13CO observed: 1885.2 2067.4 cm^-1
axial 13CO fitted:   1885.44 2067.42 cm^-1
equatorial 13CO observed: 1914.2 1927.9 1976.9 2063.2 cm^-1
equatorial 13CO fitted:   1914.24 1927.56 1976.98 2063.19 cm^-1
singular values of weighted Jacobian, 1/(N/m):
 unlabelled: 5.753 4.365 3.046 2.998 0.000; rank 4; weakest error unbounded
 unlab.+all-13CO: 8.046 6.105 4.260 4.193 0.000; rank 4; weakest error unbounded
 unlab.+axial: 7.362 4.820 4.050 2.998 0.412; rank 5; weakest error 2.43 N/m
 unlab.+equatorial: 7.881 5.958 4.222 3.208 0.353; rank 5; weakest error 2.84 N/m
 all three: 9.085 6.314 4.874 3.453 0.589; rank 5; weakest error 1.70 N/m
 all three, no B1: 8.760 4.996 4.348 3.394 0.588; rank 5; weakest error 1.70 N/m
undetermined direction, SVD:     -0.7790 0.1947 0.1947 0.1947 -0.5286
undetermined direction, formula: -0.7790 0.1947 0.1947 0.1947 -0.5286
1 N/m along it moves unlabelled bands by <= 0.0047 cm^-1
  and axial-13CO bands by up to 0.1252 cm^-1
unlabelled-only fit, start A: 1510.63 1592.27 32.28 62.20 27.43 N/m
unlabelled-only fit, start B: 1532.62 1586.77 26.78 56.71 42.16 N/m
full fit after unlabelled stage: rms (cm^-1), largest step (N/m)
 iteration 1: 0.8146  9.46e+00
 iteration 2: 0.7563  1.21e+00
 iteration 3: 0.1385  1.19e-01
 iteration 4: 0.1379  1.31e-03
 iteration 5: 0.1379  5.39e-05
 iteration 6: 0.1379  1.10e-06
iterations to convergence: 7
fitted constants: 1520.25 1589.87 29.90 59.72 35.08 N/m
standard errors:  1.28 0.35 0.35 0.45 0.97 N/m
fitted constants: 15.2025 15.8987 0.2990 0.5972 0.3508 mdyn/angstrom
final rms residual: 0.138 cm^-1
errors at true constants, formula: 1.28 0.35 0.35 0.45 0.98 N/m
errors from 500 noisy fits:        1.28 0.35 0.34 0.47 0.97 N/m
fit from negative k_ae: 1520.25 1589.87 29.90 59.72 -35.08 N/m
fit from k_ae = 0: 1500.09 1593.96 35.28 66.51 0.00 N/m
  its rms residual: 1.530 cm^-1
M-C model: k_MC 200.0, MC-CO interaction 70.0 N/m
  its unlabelled bands: 1915.83 1937.06 1974.96 2062.62 cm^-1
  apparent constants: 1504.97 1575.44 29.98 60.06 35.06 N/m
  rms residual: 0.304 cm^-1
Morse model: x_e 12.0 cm^-1, 13CO band raised 0.523 cm^-1
  apparent constants: 1520.35 1590.11 30.00 59.93 34.98 N/m
  rms residual: 0.145 cm^-1
```
